Elastic constants of a Si/Ge (001) superlattice from interface continuity

**Question**

I am modelling a periodic stack of silicon and germanium layers grown along [001], 2 nm of each, as one homogeneous elastic medium. I was told that interface continuity makes C33 and C44 harmonic averages of the layer constants but C66 an arithmetic average.

I can't see why. Each cubic material has a single shear constant c44, so how can the stack have two? And a layer pulled along z also feels c12, so why does C33 contain only c11? How do I derive the constants, what are they for equal thicknesses, and would the difference between C44 and C66 matter in a real superlattice?

**Answer**

The averaging rule depends on which quantity the two layers share. If they share the stress, their strains add; if they share the strain, their stresses add. The interface decides this separately for each component.

**Setting and conventions**

Let z be the layer normal and let x, y, z lie along the cubic axes. Silicon occupies a fraction f of the thickness, germanium 1 − f. For any layer quantity q,

⟨q⟩ = f q_Si + (1 − f) q_Ge.

The components 1 to 6 mean xx, yy, zz, yz, xz, xy, and the shear strains are engineering strains, for example e6 = ∂u_x/∂y + ∂u_y/∂x. In each layer

s1 = c11 e1 + c12 e2 + c12 e3,
s2 = c12 e1 + c11 e2 + c12 e3,
s3 = c12 e1 + c12 e2 + c11 e3,
s4 = c44 e4, s5 = c44 e5, s6 = c44 e6.

I assume linear elasticity, perfect bonding, bulk constants up to the interface, and loads that vary slowly over one period. The effective constants C link average stress to average strain.

**What the interface fixes**

Bonding makes the displacement equal on both sides at every x and y. Its derivatives along x and y are then equal too, so e1, e2 and e6 are continuous. Derivatives along z may jump, and with them e3, e4 and e5.

Now take a thin flat box around a piece of interface. As its height goes to zero, the forces on its two large faces must cancel. Those forces per area are s5, s4 and s3, so these three are continuous, while s1, s2 and s6 may jump.

Under a slowly varying load, try fields that are uniform inside each layer. They satisfy equilibrium there because the stress has no gradient, and the conditions above join the layers. This is the solution: the difference w of two solutions with the same mean strain is periodic and carries no net load, so the virtual-work identity makes its elastic energy zero. For c44 > 0, c11 > c12 and c11 + 2c12 > 0 that energy is positive unless the strain of w vanishes, so w is a mere translation.

Hence e1, e2, e6, s3, s4, s5 are common to all layers, and the other six components are averaged by thickness.

**Normal load: C33 and C13**

Solve the third line of Hooke's law for the strain that may jump:

e3 = s3/c11 − (c12/c11)(e1 + e2).

Average it, taking the common quantities s3, e1 and e2 outside the average:

⟨e3⟩ = s3 ⟨1/c11⟩ − ⟨c12/c11⟩(e1 + e2).

Solving for s3 gives

s3 = [⟨e3⟩ + ⟨c12/c11⟩(e1 + e2)] / ⟨1/c11⟩.

The coefficients are

C33 = 1/⟨1/c11⟩,
C13 = C23 = C33 ⟨c12/c11⟩.

This answers the c12 question. C33 is defined at e1 = e2 = 0, and since these strains are common, they vanish in each layer separately. The c12 terms drop out, and the layers act as springs in series.

C33 is not Young's modulus along z. With free sides, s1 = s2 = 0 on average and e1 = e2 = e, so 0 = (C11 + C12)e + C13⟨e3⟩. Inserting e into s3 = 2C13 e + C33⟨e3⟩ gives

E_z = C33 − 2C13²/(C11 + C12),

which does contain c12.

**In-plane normal stresses: C11 and C12**

Insert e3 into the first line of Hooke's law:

s1 = c11 e1 + c12 e2 + c12[s3/c11 − (c12/c11)(e1 + e2)]
 = (c11 − c12²/c11)e1 + (c12 − c12²/c11)e2 + (c12/c11)s3.

Average, then use s3 = C33⟨e3⟩ + C33⟨c12/c11⟩(e1 + e2):

C11 = ⟨c11 − c12²/c11⟩ + C33⟨c12/c11⟩²,
C12 = ⟨c12 − c12²/c11⟩ + C33⟨c12/c11⟩².

The coefficient of ⟨e3⟩ is again C33⟨c12/c11⟩, as the symmetry C13 = C31 requires. Subtracting the two lines gives C11 − C12 = ⟨c11 − c12⟩. This combination resists the shear e1 = −e2, which the layers share, so it averages arithmetically.

**The two shears**

For yz shear the stress s4 is common:

e4 = s4/c44, ⟨e4⟩ = s4⟨1/c44⟩, C44 = 1/⟨1/c44⟩.

The xz shear is identical, so C55 = C44. For xy shear the strain e6 is common:

s6 = c44 e6, ⟨s6⟩ = ⟨c44⟩e6, C66 = ⟨c44⟩.

In the first case the layers slide by different angles under one stress. In the second they must distort by the same angle, and the stiffer layer carries more stress. The stack has lost the equivalence of z with x and y: it is tetragonal, and its two shear constants need not agree.

Write a and b for c44 of silicon and germanium. Then C44 = ab/[fb + (1 − f)a], and

C66 − C44 = {[fa + (1 − f)b][fb + (1 − f)a] − ab}/[fb + (1 − f)a].

In the numerator, the products give f(1 − f)(a² + b²) + [f² + (1 − f)²]ab. Since f² + (1 − f)² − 1 = −2f(1 − f), this leaves

C66 − C44 = f(1 − f)(a − b)²/[fb + (1 − f)a] ≥ 0.

The splitting vanishes for a single material or equal shear constants, and is of second order in a small contrast. In the opposite limit b → 0, C44 tends to zero as b/(1 − f), whereas C66 tends to fa: a soft layer ruins the series connection but not the parallel one.

**Equal thicknesses**

For f = 1/2 the averages are

C33 = 2 c11(Si) c11(Ge)/[c11(Si) + c11(Ge)],
C44 = 2ab/(a + b), C66 = (a + b)/2,
C66 − C44 = (a − b)²/[2(a + b)].

As model inputs, chosen near the room-temperature values, I take (c11, c12, c44) = (166, 64, 80) GPa for Si and (129, 48, 67) GPa for Ge:

C33 = 2·166·129/295 = 145.2 GPa,
C44 = 2·80·67/147 = 72.9 GPa,
C66 = 147/2 = 73.5 GPa.

An arithmetic average would have given 147.5 GPa for C33. With ⟨c12/c11⟩ = 0.3788, C13 = 145.2·0.3788 = 55.0 GPa. The other two formulas give C11 = 147.1 GPa and C12 = 55.6 GPa. The shear splitting is 13²/(2·147) = 0.57 GPa, or 0.8 % of C44. The extra digits serve to compare the averages; the inputs do not fix the real constants that finely.

A mean strain of 0.1 % shows the mechanism. Pulled along z with the sides held, both layers carry 145.2 MPa, but Si stretches by 0.0875 % and Ge by 0.1125 %. Sheared in the plane, both deform by 0.1 %, but Si carries 80 MPa and Ge 67 MPa, with mean 73.5 MPa.

As a test, the elastic energy of a periodic cell was minimized on a two-dimensional finite-element mesh, imposing continuity of displacement but not of stress. For silicon fractions 0.5, 0.3 and 0.8, all the effective constants agreed with the formulas within 0.002 GPa, and the common stresses and strains emerged as derived.

**A check from sound waves**

For a wave along z, let u be the displacement, s the matching stress, ρ the density and c the relevant constant: c11 for longitudinal, c44 for transverse waves. In a layer, s = c u′ and s′ = −ρω²u. Define Z = √(ρc) and the phase α = ωd√(ρ/c) for thickness d. Crossing the layer gives

u(d) = u(0) cos α + s(0) sin α/(ωZ),
s(d) = −ωZ u(0) sin α + s(0) cos α.

The product of two such matrices has determinant 1. For a wave of wavenumber q and period D its eigenvalues are exp(±iqD), so half its trace is cos qD:

cos qD = cos α₁ cos α₂ − ½(Z₁/Z₂ + Z₂/Z₁) sin α₁ sin α₂.

Expand both sides to second order:

q²D² = α₁² + α₂² + (Z₁/Z₂ + Z₂/Z₁)α₁α₂
 = (α₁Z₁ + α₂Z₂)(α₁/Z₁ + α₂/Z₂).

Because αZ = ωdρ and α/Z = ωd/c, the brackets are ωD⟨ρ⟩ and ωD⟨1/c⟩. Therefore

ω²/q² = 1/(⟨ρ⟩⟨1/c⟩),

which is C33/⟨ρ⟩ or C44/⟨ρ⟩. With input densities of 2330 and 5320 kg/m³, the long-wave speeds are 6161 and 4366 m/s. At a wavelength of 40 nm, ten periods, the continuum relation for cos qD lowers them by 0.03 % and 0.04 %. The bending of the atomic phonon branches is left out here; for the transverse wave a rough estimate puts it at about 0.02 %, the same order. The homogeneous description is good there, but it fails once the wavelength is down to about two periods, where reflections from successive periods add up and open the first frequency gap.

**Does the splitting survive in a real stack?**

The weakest assumption is that the layers keep their bulk constants. As inputs I take lattice parameters of 0.543 nm (Si) and 0.566 nm (Ge), a misfit of about 4 %, so coherent layers are strongly strained. To size this, let a layer have stretches p, p, t along x, y, z from its natural state, with Lagrangian strains

n1 = n2 = n_p = (p² − 1)/2, n3 = n_t = (t² − 1)/2.

To third order, the energy W per natural volume is the usual quadratic energy plus

(C111/6)(n1³ + n2³ + n3³)
+ (C112/2)[n1²(n2 + n3) + n2²(n1 + n3) + n3²(n1 + n2)]
+ C123 n1n2n3 + (C144/2)(n1n4² + n2n5² + n3n6²)
+ (C166/2)[(n2 + n3)n4² + (n1 + n3)n5² + (n1 + n2)n6²]
+ C456 n4n5n6.

Its second derivatives at the strained state are

W33 = c11 + C111 n_t + 2C112 n_p,
W44 = c44 + C144 n_p + C166(n_p + n_t),
W66 = c44 + C144 n_t + 2C166 n_p.

Write S_i = ∂W/∂n_i. No force acts on the layer faces, so S3 = 0, which fixes t for given p. The true in-plane stress is s1 = S1/t, and I take a free-standing, strain-balanced stack, ⟨s1⟩ = 0, which fixes the common lattice parameter.

Now add a small displacement gradient γ and divide the second derivative of W by the current volume ratio p²t:

- For u_z = γz, n3 = [t²(1 + γ)² − 1]/2. With S3 = 0, K33 = t⁴W33/(p²t) = (t³/p²)W33.
- For u_y = γz, n4 = ptγ and n3 grows by t²γ²/2. With S3 = 0, K44 = p²t²W44/(p²t) = tW44.
- For u_y = γx, n6 = p²γ and n1 grows by p²γ²/2. The result is K66 + s1, with K66 = (p²/t)W66.

The same continuity argument applies to the added fields, so K33 and K44 average harmonically. The last gradient is common to the layers, so K66 + s1 averages arithmetically, and ⟨s1⟩ = 0 leaves ⟨K66⟩.

I take rough third-order constants (C111, C112, C123, C144, C166, C456) of (−800, −450, −60, 10, −310, −60) GPa for Si and (−710, −390, −20, −20, −290, −50) GPa for Ge. Force balance gives a common lattice parameter of 0.5537 nm. Silicon is stretched in the plane by 2.0 % and thinned by 1.5 %; germanium is compressed by 2.2 % and thickened by 1.6 %. Their in-plane stresses are +3.3 and −3.3 GPa. The moduli become

Si: K33, K44, K66 = 147.2, 77.5, 71.3 GPa,
Ge: K33, K44, K66 = 147.2, 70.1, 74.6 GPa.

Averaging over equal strained thicknesses gives

C33 ≈ 147.2 GPa, C44 ≈ 73.6 GPa, C66 ≈ 72.9 GPa.

The averages move by +2.0, +0.7 and −0.6 GPa, but the splitting C66 − C44 changes from +0.57 to −0.7 GPa. The small shift of C33 is a near cancellation: K33 falls by about 19 GPa in silicon and rises by about 18 GPa in germanium. The harmonic and arithmetic rules still hold; they now act on different layer moduli, because strain has already made K44 and K66 unequal inside each layer. With rough inputs and no fourth-order terms, the new sign is not a prediction: cutting off the expansion in logarithmic instead of Lagrangian strain, with the cubic coefficients converted so that the two energies agree to third order, gives a splitting of about +0.2 GPa and raises the layer values of K66 by about 1 GPa. The estimate does show that the ideal +0.57 GPa should not be trusted for a coherent Si/Ge stack either.

Two other corrections can be sized from the bulk-constant formulas:

- **Mixing.** Two mixed atomic planes per interface occupy half a lattice parameter, 0.277 nm. If they take equal thickness from both materials and have the mean of the two bulk stiffnesses, C33 rises by 0.3 GPa and C44 by 0.08 GPa.
- **Temperature.** A rough softening of 10⁻⁴ per kelvin lowers C33 by 1.5 GPa and C44 by 0.7 GPa for a 100 K rise. If all constants soften by this same 1 %, the ideal splitting also shrinks by just 1 %.

Layers a few nanometres thick are a realistic size for Si/Ge superlattices, but the strain state depends on the substrate. On a thick silicon substrate, coherent layers would adopt silicon's in-plane spacing, the mean stress would not vanish, and the strained values above would not apply. Silicon would then be unstrained, so its softening would no longer offset the stiffening of germanium in C33. For 2 nm of germanium on silicon, this coherent state is at best metastable: a simple force-balance estimate for a single layer puts the critical thickness near 1 nm (other forms of the estimate give a few nanometres), beyond which misfit dislocations can relax part of the strain. Germanium grown on silicon also tends to roughen into islands after a few atomic planes, and the flat-layer model then no longer applies. Changes of bonding at the interfaces are also left out.

For your model, use the six continuity formulas as the bulk-constant baseline, and allow a couple of GPa in C33 for coherency strain if the stack is free-standing and strain-balanced. On a substrate the shifts of the two layers need not cancel and C33 can change much more (for fully coherent layers the same third-order estimate gives about +20 GPa on silicon and about −17 GPa on germanium), so recompute K33 for the actual in-plane lattice parameter. If your question turns on C44 versus C66, you need the strained layer moduli first. The numerical output below lists the values from the bulk-constant and Lagrangian-strain calculations.

Calculated quantities

```
Si rough c11, c12, c44: 166, 64, 80 GPa
Si thickness: 2.0 nm; fraction: 0.50
Si rough density: 2330 kg/m^3; lattice: 0.543 nm
Si rough C111,C112,C123,C144,C166,C456 (GPa): [-800 -450  -60   10 -310  -60]
Ge rough c11, c12, c44: 129, 48, 67 GPa
Ge thickness: 2.0 nm; fraction: 0.50
Ge rough density: 5320 kg/m^3; lattice: 0.566 nm
Ge rough C111,C112,C123,C144,C166,C456 (GPa): [-710 -390  -20  -20 -290  -50]
mean c12/c11: 0.37882 (dimensionless)
effective C11: 147.066 GPa; energy minimum: 147.066 GPa
effective C12: 55.566 GPa; energy minimum: 55.566 GPa
effective C13: 54.997 GPa; energy minimum: 54.997 GPa
effective C33: 145.180 GPa; energy minimum: 145.180 GPa
effective C44: 72.925 GPa; energy minimum: 72.925 GPa
effective C66: 73.500 GPa; energy minimum: 73.500 GPa
arithmetic mean of c11 (wrong for C33): 147.500 GPa
harmonic mean of c44 (wrong for C66): 72.925 GPa
C66-C44: 0.575 GPa; relative to C44: 0.788 %
applied mean strain in each load case: 0.1 %
common s3: 145.18 MPa; common s4: 72.93 MPa
Si e3: 0.08746 %; e4: 0.09116 %; s6: 80.0 MPa
Ge e3: 0.11254 %; e4: 0.10884 %; s6: 67.0 MPa
mean density: 3825 kg/m^3
long-wave speeds, longitudinal/transverse: 6160.8/4366.4 m/s
40 nm wave speeds, longitudinal/transverse: 6158.9/4364.7 m/s
40 nm speed shifts: -0.030/-0.039 %
strain-balanced common lattice parameter: 0.55369 nm
Si coherency strain in-plane/normal: 1.968/-1.531 %
Si coherency stress s1: 3.327 GPa
Si strained K33, K44, K66: 147.17, 77.54, 71.30 GPa
Ge coherency strain in-plane/normal: -2.176/1.598 %
Ge coherency stress s1: -3.327 GPa
Ge strained K33, K44, K66: 147.23, 70.10, 74.56 GPa
strained estimate C33: 147.20 GPa; shift: +2.02 GPa
strained estimate C44: 73.64 GPa; shift: +0.71 GPa
strained estimate C66: 72.93 GPa; shift: -0.57 GPa
strained estimate C66-C44: -0.70 GPa
mixed width per interface: 0.277 nm
mixing shifts C33/C44: +0.317/+0.079 GPa
rough stiffness temperature slope: -1.0e-04 per K
shifts C33/C44 for 100 K rise: -1.45/-0.73 GPa
```
